# The coupled-wave eigenproblem for transverse-electric fields in a lamellar grating layer: a program that tests the result

```python
"""
Result under test: for TE fields in one lamellar grating layer, Maxwell's
equations with Floquet expansions reduce to the matrix eigenproblem
    (K^2 - E) w = q^2 w,    field ~ exp(i k0 K_m x) exp(-k0 q z).
K    : diagonal matrix of K_m = sin(theta) + m*wavelength/period
E    : matrix of permittivity harmonics, E[m, n] = eps_(m-n)
w    : Floquet amplitudes of E_y in one mode
q    : dimensionless decay constant; q = -i*gamma, gamma = effective index
k0   : vacuum wavenumber; time factor exp(-i omega t), so loss is Im eps > 0
Incidence is from vacuum, in the plane perpendicular to the grating lines.
"""
import numpy as np
from scipy.constants import c, epsilon_0, mu_0
from scipy.linalg import expm
from scipy.optimize import brentq

wavelength, period, ridge_width = 500.0, 400.0, 160.0   # nm
eps_ridge, eps_groove, theta_deg = 6.25, 1.0, 30.0
k0 = 2 * np.pi / wavelength                              # 1/nm
sin_theta = np.sin(np.radians(theta_deg))


def orders(N):
    return np.arange(-N, N + 1)


def k_norm(N):
    return sin_theta + orders(N) * wavelength / period


def harmonic(h, eps_r=eps_ridge, width=ridge_width, offset=0.0):
    """Fourier coefficient eps_h of a ridge centred at x = offset."""
    fill = width / period
    value = (eps_r - eps_groove) * fill * np.sinc(h * fill) + eps_groove * (h == 0)
    if offset != 0.0:
        value = value * np.exp(-2j * np.pi * h * offset / period)
    return value


def eps_matrix(N, **kw):
    m = orders(N)
    return harmonic(m[:, None] - m[None, :], **kw)


def coupled_matrix(N, **kw):
    return np.diag(k_norm(N) ** 2) - eps_matrix(N, **kw)


def bloch_mismatch(q2, eps_r=eps_ridge, width=ridge_width):
    """Half trace of the two-slab transfer matrix minus the Bloch cosine."""
    total = np.eye(2, dtype=complex)
    for eps, thickness in ((eps_r, width), (eps_groove, period - width)):
        b = np.sqrt(eps + q2 + 0j)
        phase = b * k0 * thickness
        slab = np.array([[np.cos(phase), np.sin(phase) / b],
                         [-b * np.sin(phase), np.cos(phase)]])
        total = slab @ total
    return np.trace(total) / 2 - np.cos(k0 * sin_theta * period)


def bloch_roots(count, eps_r=eps_ridge, width=ridge_width):
    def real_mismatch(q2):
        return bloch_mismatch(q2, eps_r, width).real
    grid = np.linspace(-eps_r + 1e-6, 14.0, 3001)
    values = np.array([real_mismatch(g) for g in grid])
    cells = np.nonzero(values[:-1] * values[1:] < 0)[0][:count]
    assert len(cells) == count
    return np.array([brentq(real_mismatch, grid[i], grid[i + 1],
                            xtol=1e-14, rtol=1e-14) for i in cells])


# --- Vector Maxwell equations in SI units, smooth asymmetric lossy profile ---
N = 14
m = orders(N)
smooth = {0: 3 + 0.3j, 1: 0.6, -1: 0.6, 2: -0.2j, -2: 0.2j}
E_smooth = np.array([[smooth.get(int(a - b), 0) for b in m] for a in m])
vals, vecs = np.linalg.eig(np.diag(k_norm(N) ** 2) - E_smooth)
pick = np.argmin(vals.real)
w = vecs[:, pick]
q = -1j * np.sqrt(-vals[pick])
k_si, Z0, omega = k0 * 1e9, mu_0 * c, k0 * 1e9 * c
G_si = 2 * np.pi / (period * 1e-9)


def wave(amplitudes, x, z):
    return np.sum(amplitudes * np.exp(1j * k_si * k_norm(N) * x)) * np.exp(-k_si * q * z)


def Ey(x, z):
    return wave(w, x, z)


def Hx(x, z):
    return wave(1j * (-q) * w / Z0, x, z)


def Hz(x, z):
    return wave(k_norm(N) * w / Z0, x, z)


step = 1e-4 * wavelength * 1e-9


def d_dx(f, x, z):
    return (f(x + step, z) - f(x - step, z)) / (2 * step)


def d_dz(f, x, z):
    return (f(x, z + step) - f(x, z - step)) / (2 * step)


maxwell_residual, flux = 0.0, []
for x in np.linspace(0, period * 1e-9, 9):
    z = 60e-9
    eps_x = 3 + 0.3j + 1.2 * np.cos(G_si * x) + 0.4 * np.sin(2 * G_si * x)
    r1 = (-d_dz(Ey, x, z) - 1j * omega * mu_0 * Hx(x, z)) / k_si
    r2 = (d_dx(Ey, x, z) - 1j * omega * mu_0 * Hz(x, z)) / k_si
    r3 = (d_dz(Hx, x, z) - d_dx(Hz, x, z)
          + 1j * omega * epsilon_0 * eps_x * Ey(x, z)) * Z0 / k_si
    maxwell_residual = max(maxwell_residual, abs(r1), abs(r2), abs(r3))
    flux.append(-0.5 * (Ey(x, z) * np.conj(Hx(x, z))).real)
assert maxwell_residual < 1e-5          # limited by the difference step
assert q.real > 0 and np.mean(flux) > 0  # decays and carries power to +z

# --- Product rule by quadrature, off-centre ridge, arbitrary trial field ---
N, offset = 4, 70.0
rng = np.random.default_rng(3)
trial = rng.normal(size=2 * N + 1) + 1j * rng.normal(size=2 * N + 1)
nodes, weights = np.polynomial.legendre.leggauss(80)
left, right = offset - ridge_width / 2, offset + ridge_width / 2
projected = np.zeros(2 * N + 1, dtype=complex)
for lo, hi, eps in ((left, right, eps_ridge), (right, left + period, eps_groove)):
    x = (lo + hi) / 2 + (hi - lo) / 2 * nodes
    basis = np.exp(1j * k0 * np.outer(k_norm(N), x))
    field = trial @ basis
    projected += (basis.conj() * (eps * field)) @ weights * (hi - lo) / 2 / period
assert np.allclose(projected, eps_matrix(N, offset=offset) @ trial, atol=1e-11)

# --- Lamellar eigenvalues against the Fourier-free Bloch condition ---
N_ref = 60
q2_matrix, modes = np.linalg.eigh(coupled_matrix(N_ref))
q2_bloch = bloch_roots(5)
assert np.max(np.abs(q2_matrix[:5] - q2_bloch)) < 1e-5   # truncation error
shifted = np.linalg.eigvalsh(coupled_matrix(N_ref, offset=offset))
assert np.max(np.abs(shifted[:5] - q2_bloch)) < 1e-5

# --- Upper bounds and convergence power of the truncation ---
previous = np.full(3, np.inf)
for N in range(1, 31):
    current = np.linalg.eigvalsh(coupled_matrix(N))[:3]
    assert np.all(current >= q2_bloch[:3] - 1e-10)
    assert np.all(current <= previous + 1e-10)
    previous = current
trunc_list = (1, 2, 5, 10, 20, 40, 80)
errors = {n: np.linalg.eigvalsh(coupled_matrix(n))[0] - q2_bloch[0] for n in trunc_list}
power = np.log(errors[80] / errors[20]) / np.log(80.5 / 20.5)
assert abs(power + 3) < 0.2             # wall interference adds order 1/N

# --- First-order Maxwell system against the half-size modal solution ---
N, depth = 5, 200.0
A = coupled_matrix(N)
size = 2 * N + 1
block = np.block([[np.zeros((size, size)), np.eye(size)], [A, np.zeros((size, size))]])
S0, U0 = rng.normal(size=size), rng.normal(size=size)
direct = (expm(block * k0 * depth) @ np.concatenate([S0, U0]))[:size]
lam, W = np.linalg.eigh(A)
root = np.sqrt(lam + 0j)
modal = W @ (np.cosh(root * k0 * depth) * (W.T @ S0)
             + np.sinh(root * k0 * depth) / root * (W.T @ U0))
propagation_error = np.linalg.norm(direct - modal) / np.linalg.norm(direct)
assert propagation_error < 1e-9

# --- Ridge fraction of |E_y|^2 against the slope of the Bloch roots ---
x = ridge_width / 2 * nodes
profile = modes[:, :2].T @ np.exp(1j * k0 * np.outer(k_norm(N_ref), x))
ridge_fraction = (np.abs(profile) ** 2) @ weights * ridge_width / 2 / period
delta = 1e-3
slope = -(bloch_roots(2, eps_r=eps_ridge + delta)
          - bloch_roots(2, eps_r=eps_ridge - delta)) / (2 * delta)
assert np.max(np.abs(ridge_fraction - slope)) < 1e-4

# --- Absorbing ridge: Bloch roots followed into the complex plane ---
loss = 0.5
q2_lossy = np.linalg.eigvals(coupled_matrix(N_ref, eps_r=eps_ridge + 1j * loss))
tracked = []
for start in q2_bloch[:3]:
    z = complex(start)
    for part in np.linspace(0, loss, 21)[1:]:
        eps_c = eps_ridge + 1j * part
        for _ in range(8):
            derivative = (bloch_mismatch(z + 1e-5, eps_c)
                          - bloch_mismatch(z - 1e-5, eps_c)) / 2e-5
            z -= bloch_mismatch(z, eps_c) / derivative
    tracked.append(z)
    assert np.min(np.abs(q2_lossy - z)) < 1e-5
assert np.all(q2_lossy.imag < 1e-9)
lossy_first = q2_lossy[np.argmin(np.abs(q2_lossy - tracked[0]))]
gamma_lossy = np.sqrt(-lossy_first)
assert gamma_lossy.imag > 0

# --- Response of the effective index to a ridge 1 nm wider ---
index_ref = np.sqrt(-q2_matrix[0])
index_wide = np.sqrt(-np.linalg.eigvalsh(
    coupled_matrix(N_ref, width=ridge_width + 1))[0])
shift_matrix = index_wide - index_ref
shift_bloch = (np.sqrt(-bloch_roots(1, width=ridge_width + 1)[0])
               - np.sqrt(-q2_bloch[0]))
assert abs(shift_matrix - shift_bloch) < 1e-5

# --- Printed numbers ---
print(f"wavelength {wavelength:.0f} nm, period {period:.0f} nm, ridge {ridge_width:.0f} nm")
print(f"eps ridge {eps_ridge}, eps groove {eps_groove}, incidence {theta_deg:.0f} deg")
print(f"k0 = {k0:.6f} 1/nm")
print("K_m for m=-1,0,1 (dimensionless):", np.round(k_norm(1), 6))
print("eps_0, eps_1, eps_2 (dimensionless):", np.round(harmonic(np.arange(3)), 6))
print("3x3 matrix K^2-E (dimensionless), rows m=-1,0,1:")
small = coupled_matrix(1)
for row in small:
    print("  ", " ".join(f"{v:10.6f}" for v in row))
small_vals, small_vecs = np.linalg.eigh(small)
first_vec = small_vecs[:, 0] * np.sign(small_vecs[1, 0])
print("3x3 eigenvalues q^2 (dimensionless):", np.round(small_vals, 6))
print("3x3 lowest eigenvector (m=-1,0,1):", np.round(first_vec, 6))
print(f"modes with N={N_ref}: q^2 matrix | q^2 Bloch (dimensionless)")
for j in range(5):
    if q2_matrix[j] < 0:
        extra = f"effective index {np.sqrt(-q2_matrix[j]):.5f}"
    else:
        extra = f"amplitude decay length {1 / (k0 * np.sqrt(q2_matrix[j])):.3f} nm"
    print(f"  mode {j + 1}: {q2_matrix[j]:.6f} | {q2_bloch[j]:.6f} | {extra}")
print("number of propagating modes:", int(np.sum(q2_matrix < 0)))
print("error of lowest q^2 (dimensionless) by truncation N:")
for n in trunc_list:
    print(f"  N={n:2d}: {errors[n]:.3e}")
print(f"convergence power from N=20 to 80: {power:.3f}")
print("ridge fraction of |E_y|^2, modes 1,2:", np.round(ridge_fraction, 5))
print("-d(q^2)/d(eps_ridge) from Bloch, modes 1,2:", np.round(slope, 5))
print(f"lossy ridge eps = {eps_ridge} + {loss}i")
print(f"  mode 1 q^2 matrix: {lossy_first:.6f}")
print(f"  mode 1 q^2 Bloch : {tracked[0]:.6f}")
print(f"  mode 1 complex effective index: {gamma_lossy:.6f}")
print(f"  mode 1 amplitude decay length: {1 / (k0 * gamma_lossy.imag):.2f} nm")
print(f"index shift, ridge +1 nm, matrix: {shift_matrix:.6f}")
print(f"index shift, ridge +1 nm, Bloch : {shift_bloch:.6f}")
print(f"largest scaled Maxwell residual: {maxwell_residual:.1e}")
print(f"propagation test, depth {depth:.0f} nm, relative error: {propagation_error:.1e}")
print("done: every assertion held")
```

Running it gives:

```
wavelength 500 nm, period 400 nm, ridge 160 nm
eps ridge 6.25, eps groove 1.0, incidence 30 deg
k0 = 0.012566 1/nm
K_m for m=-1,0,1 (dimensionless): [-0.75  0.5   1.75]
eps_0, eps_1, eps_2 (dimensionless): [3.1      1.589336 0.491132]
3x3 matrix K^2-E (dimensionless), rows m=-1,0,1:
    -2.537500  -1.589336  -0.491132
    -1.589336  -2.850000  -1.589336
    -0.491132  -1.589336  -0.037500
3x3 eigenvalues q^2 (dimensionless): [-4.783453 -1.33615   0.694603]
3x3 lowest eigenvector (m=-1,0,1): [0.593418 0.742743 0.310141]
modes with N=60: q^2 matrix | q^2 Bloch (dimensionless)
  mode 1: -5.089717 | -5.089719 | effective index 2.25604
  mode 2: -2.156696 | -2.156702 | effective index 1.46857
  mode 3: 0.332781 | 0.332780 | amplitude decay length 137.947 nm
  mode 4: 1.395861 | 1.395858 | amplitude decay length 67.355 nm
  mode 5: 6.022035 | 6.022032 | amplitude decay length 32.428 nm
number of propagating modes: 2
error of lowest q^2 (dimensionless) by truncation N:
  N= 1: 3.063e-01
  N= 2: 2.273e-02
  N= 5: 2.722e-03
  N=10: 3.994e-04
  N=20: 5.280e-05
  N=40: 6.746e-06
  N=80: 8.513e-07
convergence power from N=20 to 80: -3.017
ridge fraction of |E_y|^2, modes 1,2: [0.92873 0.58907]
-d(q^2)/d(eps_ridge) from Bloch, modes 1,2: [0.92873 0.58907]
lossy ridge eps = 6.25 + 0.5i
  mode 1 q^2 matrix: -5.088007-0.464457j
  mode 1 q^2 Bloch : -5.088009-0.464458j
  mode 1 complex effective index: 2.258004+0.102847j
  mode 1 amplitude decay length: 773.75 nm
index shift, ridge +1 nm, matrix: 0.002133
index shift, ridge +1 nm, Bloch : 0.002133
largest scaled Maxwell residual: 1.4e-06
propagation test, depth 200 nm, relative error: 2.5e-12
done: every assertion held
```
